**Fourier screening of a random Schottky-barrier map**

To first order in the barrier deviation \(b\), each lateral mode of wavenumber \(G\) reaches depth \(z\) with the factor \(T_G=\sinh[G(W-z)]/\sinh(GW)\), where \(W\) is the mean depletion width; for \(G=0\) the factor is \(1-z/W\). The program asserts that this factor and the predicted edge displacement agree, within stated tolerances, with a nonlinear free-boundary solution for one cosine ripple. It also compares the Fourier result at one point of a random map with a real-space sum over image kernels, and the surface slope with finite differences. Linear response about a Poisson–Boltzmann profile bounds the error of the sharp edge at half depth for five wavelengths. A last assertion limits the negative dip that linearization leaves near the edge. For the example, \(W\) is 89.2 nm, and the unscreened factor \(e^{-Gz}\) overestimates the potential fluctuations by 11 % at half depth. The summary barrier is 0.621 eV from column maxima and 0.600 eV from the raw map.

## Verification by program

```python
"""
Potential below a periodic random Schottky-barrier map.
Result under test: in the depletion approximation, to first order in the map,
  E_c(r,z) = zeta + Vb (1-z/W)^2 + sum_G b_G T_G(z) exp(i G.r),
  T_G(z) = sinh(G(W-z))/sinh(G W),   T_0 = 1 - z/W,   0 <= z <= W.
Symbols: b = barrier map minus its mean (eV), G = lateral wavenumber (1/nm),
W = mean depletion width (nm), Vb = mean band bending (eV), zeta = bulk band
edge above the Fermi level (eV), z = depth below the metal (nm).
Tests: nonlinear free-boundary solution, real-space image kernels,
Poisson-Boltzmann linear response, and finite-difference surface slopes.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import solve_ivp
from scipy.linalg import solve_banded
from scipy.sparse import diags, identity, kron
from scipy.sparse.linalg import spsolve


def transfer(G, z, W):
    """Mode transfer from the metal to depth z, in overflow-free form."""
    G = np.asarray(G, dtype=float)
    g = np.where(G > 0, G, 1.0)
    t = np.exp(-g * z) * np.expm1(-2 * g * (W - z)) / np.expm1(-2 * g * W)
    return np.where(G > 0, t, 1 - z / W)


def free_boundary(delta, GW, nx=24, nz=160):
    """Solve V >= 0, Laplacian V = 2 where V > 0, V(x,0) = 1+delta cos(GW x).
    Lengths in W, energies in Vb. Returns the first cosine harmonics of
    V at half depth and of the depleted thickness."""
    h, dx = 1.0 / nz, 2 * np.pi / GW / nx
    m = int(1.4 * nz) - 1
    z = h * np.arange(1, m + 1)
    cosine = np.cos(2 * np.pi * np.arange(nx) / nx)
    Dz = diags([-np.ones(m - 1), 2 * np.ones(m), -np.ones(m - 1)],
               [-1, 0, 1]) / h**2
    Dx = diags([-1, -np.ones(nx - 1), 2 * np.ones(nx), -np.ones(nx - 1), -1],
               [-(nx - 1), -1, 0, 1, nx - 1], shape=(nx, nx)) / dx**2
    A = (kron(identity(nx), Dz) + kron(Dx, identity(m))).tocsr()
    rhs = -2 * np.ones((nx, m))
    rhs[:, 0] += (1 + delta * cosine) / h**2
    rhs = rhs.ravel()
    neutral = np.tile(z > 1, nx)
    converged = False
    for _ in range(100):
        free = np.flatnonzero(~neutral)
        V = np.zeros(nx * m)
        V[free] = spsolve(A[free][:, free].tocsc(), rhs[free])
        carriers = A @ V - rhs
        new = np.where(neutral, carriers >= 0, V < 0)
        if np.array_equal(new, neutral):
            converged = True
            break
        neutral = new
    assert converged
    V = V.reshape(nx, m)
    thickness = h * np.sum(V > 0, axis=1)
    return (2 * np.mean(V[:, nz // 2 - 1] * cosine),
            2 * np.mean(thickness * cosine))


# ---- model parameters and mean depletion layer
eps_r, donors_cm3, temperature = 12.0, 1e17, 300.0
mean_barrier, zeta = 0.70, 0.10
sigma, xi, cell, n = 0.08, 10.0, 400.0, 128
kT = const.k * temperature / const.e
Vb = mean_barrier - zeta
curvature = const.e * donors_cm3 * 1e6 / (eps_r * const.epsilon_0) * 1e-18
W = np.sqrt(2 * Vb / curvature)
W_thermal = np.sqrt(2 * (Vb - kT) / curvature)
debye = np.sqrt(kT / curvature)
print(f"relative permittivity {eps_r:.1f}, donors {donors_cm3:.1e} cm^-3")
print(f"mean barrier {mean_barrier:.2f} eV, zeta {zeta:.2f} eV, Vb {Vb:.2f} eV")
print(f"temperature {temperature:.0f} K, kT = {kT:.5f} eV")
print(f"band curvature e^2 N/eps = {curvature:.4e} eV/nm^2")
print(f"depletion width W = {W:.2f} nm = {W*1e-9/const.value('Bohr radius'):.0f} bohr")
print(f"width with Vb-kT = {W_thermal:.2f} nm, Debye length = {debye:.2f} nm")

# ---- the moving edge, solved nonlinearly, against the fixed-edge mode
GW = 2.0
mode_formula = np.sinh(GW / 2) / np.sinh(GW)
print(f"free-edge test, G W = {GW:.1f}: formula T(W/2) = {mode_formula:.4f}")
for delta in (0.05, 0.20):
    amplitude, edge = free_boundary(delta, GW)
    print(f"  b/Vb = {delta:.2f}: nonlinear mode/b at W/2 = {amplitude/delta:.4f}")
    assert abs(amplitude / delta - mode_formula) < 0.01
edge_formula = delta * GW / (2 * np.sinh(GW))
print(f"  b/Vb = {delta:.2f}: edge shift/W nonlinear {edge:.4f}, formula {edge_formula:.4f}")
assert abs(edge / edge_formula - 1) < 0.08  # edge is counted in whole grid cells

# ---- thermal softening of the edge: response about Poisson-Boltzmann profile
s = np.linspace(0, W / debye + 12, 4001)
profile = solve_ivp(
    lambda _, v: -np.sqrt(2 * np.maximum(v + np.expm1(-v), 0)),
    (0, s[-1]), [Vb / kT], t_eval=s, rtol=1e-9, atol=1e-12).y[0]
step = s[1]
print("transfer to z = W/2: thermal, fixed W, fixed W(Vb-kT), exp(-Gz)")
for wavelength in (np.inf, 400.0, 200.0, 100.0, 50.0):
    G = 2 * np.pi / wavelength
    bands = np.ones((3, len(s) - 2))
    bands[1] = -2 - step**2 * ((G * debye)**2 + np.exp(-profile[1:-1]))
    source = np.zeros(len(s) - 2)
    source[0] = -1
    response = np.concatenate(([1], solve_banded((1, 1), bands, source), [0]))
    thermal = np.interp(W / 2 / debye, s, response)
    fixed = float(transfer(G, W / 2, W))
    fixed_thermal = float(transfer(G, W / 2, W_thermal))
    bare = np.exp(-G * W / 2)
    print(f"  wavelength {wavelength:5.0f} nm: {thermal:.5f} {fixed:.5f} "
          f"{fixed_thermal:.5f} {bare:.5f}")
    assert abs(thermal - fixed) < 0.02
    assert abs(thermal - fixed_thermal) < 0.005
    if wavelength >= 400:
        assert abs(thermal - bare) > 0.05

# ---- random map with Gaussian correlation, zero mean, chosen deviation
dx = cell / n
k1 = 2 * np.pi * np.fft.fftfreq(n, dx)
G = np.hypot(k1[:, None], k1[None, :])
noise = np.random.default_rng(7).standard_normal((n, n))
b_G = np.fft.fft2(noise) * np.exp(-(G * xi)**2 / 4)
b_G[0, 0] = 0
b = np.fft.ifft2(b_G).real
b_G *= sigma / b.std()
b = np.fft.ifft2(b_G).real
low = np.unravel_index(np.argmin(b), b.shape)
print(f"map: cell {cell:.0f} nm, grid {n} x {n}, xi {xi:.0f} nm, deviation {b.std():.3f} eV")
print(f"map barrier: lowest {mean_barrier+b.min():.4f}, highest {mean_barrier+b.max():.4f} eV")


def perturbation(z):
    return np.fft.ifft2(b_G * transfer(G, z, W)).real


# ---- real-space image sum, including a nonzero mean to test the G = 0 mode
offset, depth = 0.05, 20.0
tiled = np.tile(np.roll(b + offset, (n // 2 - low[0], n // 2 - low[1]),
                        axis=(0, 1)), (3, 3))
x = (np.arange(3 * n) - n - n // 2) * dx
r2 = x[:, None]**2 + x[None, :]**2
kernel = np.zeros_like(r2)
for image in range(-150, 151):
    height = depth + 2 * image * W
    R2 = r2 + height**2
    kernel += height / (2 * np.pi * R2 * np.sqrt(R2))
direct = np.sum(kernel * tiled) * dx**2
shifted_G = b_G.copy()
shifted_G[0, 0] += offset * n**2
by_fft = np.fft.ifft2(shifted_G * transfer(G, depth, W)).real[low]
print(f"lowest spot, map + {offset:.2f} eV, z = {depth:.0f} nm:")
print(f"  image sum {direct:.6f} eV, Fourier {by_fft:.6f} eV")
assert abs(direct - by_fft) < 2e-5  # finite number of images

# ---- decay of the fluctuations with depth
print("standard deviation with depth: screened, exp(-Gz)")
for fraction in (0.0, 0.1, 0.25, 0.5, 0.75):
    z = fraction * W
    screened = perturbation(z).std()
    bare = np.fft.ifft2(b_G * np.exp(-G * z)).real.std()
    print(f"  z/W = {fraction:.2f}: {1000*screened:.3f} meV, {1000*bare:.3f} meV")

# ---- column maxima and pinch-off
depths = np.linspace(0, W, 181)
top = np.full((n, n), -np.inf)
top_depth = np.zeros((n, n))
lowest_bending = np.inf
for z in depths:
    bending = Vb * (1 - z / W)**2 + perturbation(z)
    lowest_bending = min(lowest_bending, bending.min())
    higher = zeta + bending > top
    top = np.where(higher, zeta + bending, top)
    top_depth = np.where(higher, z, top_depth)
safe_G = np.where(G > 0, G, 1.0)
slope_factor = np.where(G > 0, safe_G / np.tanh(safe_G * W), 1 / W)
slope = -2 * Vb / W - np.fft.ifft2(b_G * slope_factor).real
h = 0.05
E0, E1, E2 = [Vb * (1 - z / W)**2 + perturbation(z) for z in (0, h, 2 * h)]
assert np.max(np.abs((-3 * E0 + 4 * E1 - E2) / (2 * h) - slope)) < 1e-5
print(f"mean surface slope = {-2*Vb/W:.5f} eV/nm, its deviation = {slope.std():.5f} eV/nm")
print(f"area with rising surface slope = {100*np.mean(slope > 0):.2f} %")
print(f"area with maximum inside = {100*np.mean(top_depth > 0):.2f} %")
print("band edge under the lowest spot:")
for z in (0.0, 5.0, 10.0, 20.0, 40.0):
    energy = zeta + Vb * (1 - z / W)**2 + perturbation(z)[low]
    print(f"  z = {z:4.1f} nm: {energy:.4f} eV")
print(f"  column maximum {top[low]:.4f} eV at z = {top_depth[low]:.1f} nm")


def summary_barrier(barrier):
    return -kT * np.log(np.mean(np.exp(-barrier / kT)))


raw_summary = summary_barrier(mean_barrier + b)
top_summary = summary_barrier(top)
print(f"lowest column maximum on the map = {top.min():.4f} eV")
print(f"summary barrier: raw map {raw_summary:.4f} eV, column maxima {top_summary:.4f} eV")
print(f"current overestimate by raw map = {np.exp((top_summary-raw_summary)/kT):.2f} times")

# ---- edge displacement and the size of the linearization error
edge_factor = np.where(G > 0, 2 * safe_G * np.exp(-safe_G * W)
                       / -np.expm1(-2 * safe_G * W), 1 / W)
eta = np.fft.ifft2(b_G * edge_factor).real / curvature
bound = Vb * (np.abs(eta).max() / W)**2
print(f"edge shift: deviation {eta.std():.3f} nm, largest {np.abs(eta).max():.3f} nm")
print(f"lowest bending {1000*lowest_bending:.4f} meV, estimate {-1000*bound:.4f} meV")
assert lowest_bending > -1.05 * bound - 1e-12
print("OK")
```

Printed output:

```
relative permittivity 12.0, donors 1.0e+17 cm^-3
mean barrier 0.70 eV, zeta 0.10 eV, Vb 0.60 eV
temperature 300 K, kT = 0.02585 eV
band curvature e^2 N/eps = 1.5079e-04 eV/nm^2
depletion width W = 89.21 nm = 1686 bohr
width with Vb-kT = 87.26 nm, Debye length = 13.09 nm
free-edge test, G W = 2.0: formula T(W/2) = 0.3240
  b/Vb = 0.05: nonlinear mode/b at W/2 = 0.3247
  b/Vb = 0.20: nonlinear mode/b at W/2 = 0.3243
  b/Vb = 0.20: edge shift/W nonlinear 0.0549, formula 0.0551
transfer to z = W/2: thermal, fixed W, fixed W(Vb-kT), exp(-Gz)
  wavelength   inf nm: 0.48894 0.50000 0.48887 1.00000
  wavelength   400 nm: 0.39017 0.39820 0.39160 0.49627
  wavelength   200 nm: 0.22869 0.23220 0.23036 0.24629
  wavelength   100 nm: 0.06009 0.06043 0.06037 0.06066
  wavelength    50 nm: 0.00368 0.00368 0.00368 0.00368
map: cell 400 nm, grid 128 x 128, xi 10 nm, deviation 0.080 eV
map barrier: lowest 0.4273, highest 0.9771 eV
lowest spot, map + 0.05 eV, z = 20 nm:
  image sum 0.015020 eV, Fourier 0.015016 eV
standard deviation with depth: screened, exp(-Gz)
  z/W = 0.00: 80.000 meV, 80.000 meV
  z/W = 0.10: 33.600 meV, 33.659 meV
  z/W = 0.25: 15.514 meV, 15.754 meV
  z/W = 0.50: 6.557 meV, 7.269 meV
  z/W = 0.75: 2.687 meV, 4.092 meV
mean surface slope = -0.01345 eV/nm, its deviation = 0.01131 eV/nm
area with rising surface slope = 11.25 %
area with maximum inside = 10.31 %
band edge under the lowest spot:
  z =  0.0 nm: 0.4273 eV
  z =  5.0 nm: 0.5095 eV
  z = 10.0 nm: 0.5074 eV
  z = 20.0 nm: 0.4373 eV
  z = 40.0 nm: 0.2769 eV
  column maximum 0.5142 eV at z = 6.9 nm
lowest column maximum on the map = 0.5108 eV
summary barrier: raw map 0.6003 eV, column maxima 0.6210 eV
current overestimate by raw map = 2.23 times
edge shift: deviation 0.753 nm, largest 2.088 nm
lowest bending -0.3282 meV, estimate -0.3287 meV
OK
```
